\section*{The Lamb Shift of Gold 6s Relative to Its Relativistic Shift}

\section{Two hydrogen-like estimates that fail}

Suppose the Lamb shift of the 6s electron in neutral gold is taken from a one-electron ion. With the full nuclear charge, $Z=79$, the 2s self-energy is about $34.4$ eV. Scaling it by $(2/6)^3$, at an unchanged self-energy function, gives $1.27$ eV for 6s. This is roughly 70 to 80 percent of the whole relativistic shift of the valence level found below. With the charge $Z=1$ seen far outside the atom, the explicit factor $Z^4$ lowers the estimate by $79^4\approx4\times10^7$, and the effect seems irrelevant.

Neither charge describes the electron. It spends most of its time in a weak outer field, but radiative corrections act on the small part of its density near the bare nucleus. Both facts are respected if the energy of the ion is multiplied by a ratio of near-nucleus densities. The result is a positive Lamb shift of about $0.02$ eV, between $0.5$ and $2$ percent of the relativistic shift in magnitude and opposite to it in sign.

\section{Definitions and inputs}

Atomic units are used in the formulas, with $c=1/\alpha$; numerical energies are in eV. The relativistic shift is
\begin{equation}
\Delta_{\rm rel}=\varepsilon_{6s}^{\rm Dirac}-\varepsilon_{6s}^{\rm Schr},
\label{eq:rel}
\end{equation}
where each orbital energy comes from its own self-consistent calculation. It therefore includes the change of the self-consistent potential, to which the 6s electron itself contributes. The Lamb shift is $E_L=E_{SE}+E_{VP}$, self-energy plus vacuum polarization. A positive shift weakens the binding.

The atom is spherical and spin-unpolarized, in the configuration $5d^{10}6s^1$, with a Gaussian nucleus of rough rms radius $5.4$ fm. Two local exchange potentials are compared: Kohn--Sham exchange, and full Slater exchange with a Latter $-1/r$ tail. Correlation, the Breit interaction, radiative corrections to the electron--electron interaction, and relaxation caused by the Lamb shift are left out.

For an $ns$ state of the one-electron ion the self-energy is written
\begin{equation}
E_{SE}^{\rm ion}(ns)=\frac{\alpha}{\pi}\frac{(Z\alpha)^4c^2}{n^3}F(ns).
\label{eq:se}
\end{equation}
The values $F(1s)=1.5$ and $F(2s)=2.1$ are inputs: they are all-order one-electron results near $Z=80$, rounded to two figures, and are not derived here. Section~\ref{sec:numbers} shows how far $F(2s)$ may move before the conclusion changes.

A simple picture explains the sign. Coupling to the quantized field makes the electron's position fluctuate by $\delta\mathbf r$. For an isotropic fluctuation, the second-order Taylor term of the nuclear potential averages to
\begin{equation}
\langle\delta V\rangle=\frac{\langle\delta r^2\rangle}{6}\nabla^2\!\left(-\frac Zr\right)
=\frac{2\pi Z}{3}\langle\delta r^2\rangle\,\delta^3(\mathbf r),
\end{equation}
because $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. The shift is positive and proportional to the contact density. The weak-field treatment of $\langle\delta r^2\rangle$ relies on a large logarithm $\ln[1/(Z\alpha)^2]$. In gold this logarithm is only $1.10$, so the picture gives the sign and the form, while the magnitude must come from $F$.

\section{Density near the nucleus: leading form and first correction}

Let the potential near the nucleus be $V=-Z/r+V_0$, where $V_0$ is the nearly constant potential of the electrons. For an s state the radial Dirac equations, with energy measured from $c^2$, are
\begin{align}
G'-\frac Gr&=\left[2c+\alpha\left(\frac Zr+\eta\right)\right]\mathcal F,\label{eq:d1}\\
\mathcal F'+\frac{\mathcal F}{r}&=-\alpha\left(\frac Zr+\eta\right)G,\qquad \eta=\varepsilon-V_0.\label{eq:d2}
\end{align}
Orbitals differ only through $\eta$ and their overall amplitude. For a point nucleus insert
\begin{equation}
G=r^\gamma(1+g_1r+\dots),\qquad \mathcal F=r^\gamma(f_0+f_1r+\dots).
\end{equation}
The terms of order $r^{\gamma-1}$ give
\begin{equation}
\gamma-1=Z\alpha f_0,\qquad (\gamma+1)f_0=-Z\alpha .
\end{equation}
Multiplying the first relation by $\gamma+1$ and using the second gives $\gamma^2-1=-(Z\alpha)^2$, so
\begin{equation}
\gamma=\sqrt{1-(Z\alpha)^2},\qquad f_0=-\frac{1-\gamma}{Z\alpha}.
\end{equation}
These do not contain $\eta$: at leading order every s orbital has the same shape. For gold $Z\alpha=0.5765$ and $\gamma=0.817$.

The first difference appears one power of $r$ later. Compare two orbitals $a$ and $b$, with $\Delta\eta=\eta_a-\eta_b$, and let $\delta g_1$ and $\delta f_1$ be the differences of their coefficients. The $2c$ term multiplies the same $f_0$ in both and cancels. The terms of order $r^\gamma$ then give
\begin{align}
\gamma\,\delta g_1&=Z\alpha\,\delta f_1+\alpha f_0\Delta\eta,\\
(\gamma+2)\,\delta f_1&=-Z\alpha\,\delta g_1-\alpha\Delta\eta .
\label{eq:df}
\end{align}
Multiply the first line by $\gamma+2$ and substitute the second:
\begin{equation}
\big[\gamma(\gamma+2)+(Z\alpha)^2\big]\delta g_1
=-Z\alpha^2\Delta\eta-\frac{(1-\gamma)(\gamma+2)}{Z}\Delta\eta .
\end{equation}
With $(Z\alpha)^2=1-\gamma^2$ the bracket is $2\gamma+1$, and $Z\alpha^2=(1-\gamma)(1+\gamma)/Z$. Hence
\begin{equation}
\delta g_1=-\frac{\Delta\eta}{Z}\frac{(1-\gamma)(2\gamma+3)}{2\gamma+1}.
\end{equation}
Putting this into (\ref{eq:df}) and using $2\gamma+1-(1-\gamma)(2\gamma+3)=(2\gamma-1)(\gamma+2)$ gives
\begin{equation}
\delta f_1=-\alpha\Delta\eta\,\frac{2\gamma-1}{2\gamma+1}.
\end{equation}
The radial density is $D=G^2+\mathcal F^2$. Its relative change at first order is
\begin{equation}
\frac{2r(\delta g_1+f_0\,\delta f_1)}{1+f_0^2}.
\end{equation}
The numerator needs
\begin{equation}
\delta g_1+f_0\delta f_1=-\frac{\Delta\eta}{Z}\frac{(1-\gamma)[(2\gamma+3)-(2\gamma-1)]}{2\gamma+1}
=-\frac{\Delta\eta}{Z}\frac{4(1-\gamma)}{2\gamma+1},
\end{equation}
and the denominator is $1+f_0^2=1+(1-\gamma)/(1+\gamma)=2/(1+\gamma)$. Therefore
\begin{equation}
\boxed{\frac{D_a(r)}{D_b(r)}=A\left[1-\frac{4Z\alpha^2}{2\gamma+1}\,\Delta\eta\,r+O(r^2)\right]}
\label{eq:density}
\end{equation}
with $A$ independent of $r$.

The linear term vanishes when $\alpha\to0$. The Schr\"odinger equation shows what remains. Put $\psi=\psi(0)(1+a_1r+a_2r^2+\dots)$ into
\begin{equation}
-\tfrac12(\psi''+2\psi'/r)-Z\psi/r=\eta\psi .
\end{equation}
The $1/r$ terms give $a_1=-Z$. The constant terms give $-3a_2-Za_1=\eta$, so $a_2=(Z^2-\eta)/3$. The density ratio then first changes by $-\frac23\Delta\eta\,r^2$.

Radiative effects are concentrated within a distance of order $\alpha$, or $0.0073$ bohr. There the 2s state of the ion is a better reference than 1s. Using the nonrelativistic ion energies $-Z^2/(2n^2)$, 2s has $\eta=-Z^2/8$, while 1s has the much lower $-Z^2/2$. The valence electron has a small $\varepsilon$, so its $\eta$ is close to $-V_0$, which the electronic repulsion makes negative. A rough upper estimate of $V_0$ assigns each electron the unscreened nonrelativistic value $\langle1/r\rangle=Z/n^2$. The shells with $2,8,18,32,18,1$ electrons then give $Z(2+2+2+2+0.72+0.03)\approx690$ hartree. This is far less than $5Z^2/16\approx1950$ hartree, the depth of the midpoint between the two ion values, so the valence $\eta$ lies closer to that of 2s.

\section{Scaling the self-energy}

Let $P$ be the probability inside a sphere of radius $\alpha/5$. Define
\begin{equation}
R=\frac{P(6s,\text{ atom})}{P(2s,\text{ ion})},\qquad
E_{SE}(6s)\simeq R\,E_{SE}^{\rm ion}(2s).
\label{eq:scale}
\end{equation}
The second relation is an approximation, since the self-energy operator is nonlocal and has a finite range. Equation (\ref{eq:density}) justifies it to leading order near the nucleus.

Three tests bear on it. First, the pointwise density ratio of the atomic 6s and ionic 2s states varies by about $4$ percent between $3\times10^{-4}$ bohr and $\alpha$, in both exchange models. This spread has not been separated into the linear term of (\ref{eq:density}), higher terms and basis error. Second, the vacuum-polarization energies, computed directly, have a 6s/2s ratio within $1$ percent of $R$.

The third test scales one input into the other. In the ion, $P(2s)/P(1s)=0.1664$. The factor $n^{-3}$ in (\ref{eq:se}) gives
\begin{equation}
F(2s)\simeq 8\times0.1664\times1.5=2.00,
\end{equation}
about $5$ percent below the input $2.1$. The 2s and 1s shapes already differ inside the sphere. With $\Delta\eta=3Z^2/8$, the linear correction at its surface is
\begin{equation}
-\frac{4(Z\alpha)^2}{2\gamma+1}\,\frac38\,Zr
=-0.505\times0.375\times0.115\simeq-0.02 .
\end{equation}
This term does not explain the deficit, because the self-energy samples distances of order $\alpha$, where the linear term lowers the ratio further. Rounding of the inputs may contribute: $F(1s)=1.55$, the upper edge of its rounding interval, would give $8\times0.1664\times1.55=2.06$, which rounds to $2.1$. For this sphere the two values agree to several percent. Enlarging the sphere to radius $\alpha$ lowers the scaled value to about $1.77$, some $16$ percent below the input, so the comparison checks the size of the result and does not measure its error.

\section{Vacuum polarization}

At lowest order in the nuclear field, vacuum polarization is described by the Uehling potential. For a point nucleus it is
\begin{equation}
V_U(r)=-\frac{2\alpha Z}{3\pi r}\int_1^\infty dt\,e^{-2ctr}
\left(1+\frac{1}{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}.
\label{eq:u}
\end{equation}
This established potential is taken as the starting point. It is negative: closer to the nucleus the electron sees more of the unscreened nuclear charge. Its total strength follows from $\int_0^\infty r e^{-2ctr}dr=\alpha^2/(4t^2)$:
\begin{align}
\int V_U\,d^3r
&=-\frac{8\alpha Z}{3}\,\frac{\alpha^2}{4}\int_1^\infty
\left(\frac1{t^4}+\frac1{2t^6}\right)\sqrt{t^2-1}\,dt\\
&=-\frac{2\alpha^3Z}{3}\left(\frac13+\frac12\cdot\frac2{15}\right)
=-\frac{4}{15}\alpha^3Z .
\end{align}
With $t=1/\cos\theta$ the two integrals become $\int_0^{\pi/2}\sin^2\theta\cos\theta\,d\theta=1/3$ and $\int_0^{\pi/2}\sin^2\theta\cos^3\theta\,d\theta=1/3-1/5=2/15$.

In a weak field one could replace $V_U$ by a delta function of this strength. In gold the density changes appreciably over the range of $V_U$, so $E_{VP}=\langle V_U\rangle$ is evaluated with the Dirac density. The point-nucleus potential (\ref{eq:u}) is averaged over the finite-nucleus density; folding $V_U$ with the nuclear charge would reduce the magnitude of the 2s value by about $0.02$ eV. For 2s in the ion it is $-6.73$ eV. Written in the form (\ref{eq:se}), this corresponds to $F_{VP}=-0.41$. The self-energy is about five times larger, and the total is positive.

\section{Why the ratio is about one percent}

The Dirac levels of a point-charge ion with $j=1/2$ show the origin of the ratio:
\begin{equation}
E_n=c^2\left\{\left[1+\frac{(Z\alpha)^2}{\nu^2}\right]^{-1/2}-1\right\},\qquad
\nu=n-1+\gamma .
\end{equation}
For small $Z\alpha$, $\nu=n-\delta$ with $\delta=1-\gamma\simeq(Z\alpha)^2/2$. Expansion of the square root gives
\begin{align}
E_n&\simeq-\frac{Z^2}{2\nu^2}+\frac{3\alpha^2Z^4}{8n^4}
\simeq-\frac{Z^2}{2n^2}-\frac{Z^2\delta}{n^3}+\frac{3\alpha^2Z^4}{8n^4},\\
\Delta_{\rm rel}^{\rm ion}&\simeq-\frac{\alpha^2Z^4}{2n^3}\left(1-\frac{3}{4n}\right).
\label{eq:ion}
\end{align}
The bracket contains the first correction to the large-$n$ limit. Since $|\psi_{ns}(0)|^2=Z^3/(\pi n^3)$, the leading term can be written
\begin{equation}
\Delta_{\rm rel}^{\rm ion}\simeq-\frac{\alpha^2}{2}Z\pi|\psi(0)|^2 .
\label{eq:contact}
\end{equation}
In the same way, with $c^2=\alpha^{-2}$, the Lamb shift of the ion is
\begin{equation}
E_L=\frac{\alpha^3Z^4}{\pi n^3}F_{\rm net}=\alpha^3Z\,F_{\rm net}|\psi(0)|^2,
\qquad F_{\rm net}=F+F_{VP}.
\end{equation}
The contact density cancels from the quotient:
\begin{equation}
\boxed{\frac{E_L}{\Delta_{\rm rel}}\simeq-\frac{2\alpha}{\pi}F_{\rm net}}
\qquad(n\gg1,\ \text{leading relativistic shift}).
\label{eq:ratio}
\end{equation}
Taking the 2s value $F_{\rm net}=2.1-0.41=1.69$ as a stand-in for high $n$, this is $-0.78$ percent. The powers of $Z$ have cancelled, leaving the dependence of $F_{\rm net}$ on $Z$. This is the reason to expect a similar size in other heavy atoms, provided $F_{\rm net}$ stays of order one to two and the corrections below remain moderate. It is a scaling argument, not a proof for each atom.

The large-$n$ condition matters. For $n=1$ the bracket in (\ref{eq:ion}) is $1/4$, so the ratio has four times the coefficient of (\ref{eq:ratio}). A valence orbital has a tiny binding energy, but in the inner region the relevant energy is $\eta=\varepsilon-V_0$, which need not be small compared with the 2s value of the ion. The large-$n$ form is therefore only a starting point, and the factor $K$ below measures the departure from it.

\subsection{Corrections in the screened atom}

Equation (\ref{eq:contact}) is not exact in an atom. The relativistic shift is less concentrated at the nucleus than the Lamb shift. Its mass--velocity part has an integrand proportional to $(Z/r)^2u^2$, where $u$ is the radial function. For $r\gg1/Z$ in an unscreened field, the semiclassical average is $u^2\propto1/p\propto\sqrt r$. The integrand falls as $r^{-3/2}$, and the part beyond a radius $r_0$ falls only as $r_0^{-1/2}$. Screening can therefore change it.

The change is expressed by a factor $K$ multiplying (\ref{eq:contact}). It is found by enlarging $c$ five times in the frozen Schr\"odinger potential and multiplying the resulting shift by $25$. For Kohn--Sham exchange $|\psi(0)|^2=12.05$ bohr$^{-3}$, the contact law gives $-2.17$ eV, and $K=0.77$. This value still contains higher-order terms; for much larger $c$ it falls to $0.76$. Screening of the slow tail is one cause of the reduction, but not the only one: the repulsive potential $V_0$ also weakens the mass--velocity term closer to the nucleus.

Two further corrections act at the physical value of $c$. The full Dirac shift in the frozen potential is $-2.42$ eV, larger in magnitude than the weak-relativity value $0.77\times(-2.17)=-1.67$ eV. Self-consistency then adds $+0.85$ eV, leaving $-1.57$ eV. The self-consistent response thus cancels about $35$ percent of the direct shift. It must not be read as screening by the other shells. Changing only the 6s density in the Kohn--Sham potential gives about $0.77$ eV, nearly all from the Hartree term, while the other shells give about $0.1$ eV. Most of the response is therefore self-interaction of the contracted 6s electron, which this local exchange leaves almost uncancelled; it belongs to the model, not to the real atom. Without it the shift would be near $-2.3$ eV and, at unchanged $E_L$, the ratio near $-1.0$ percent.

The Lamb shift is enhanced too. The contact estimate is $0.00785\times2.17=0.0170$ eV, while the density-scaled value is $0.0226$ eV, a factor of $1.33$. Together these corrections give
\begin{equation}
-0.78\%\times\frac{1.33}{1.57/2.17}\simeq-1.4\%.
\end{equation}
The simple ratio (\ref{eq:ratio}) thus gives the right order and sign, and falls short by a factor of almost two.

\section{Numbers for gold 6s}
\label{sec:numbers}

The prefactor in (\ref{eq:se}) for $n=2$ and $F=1$ is $16.39$ eV, so the ionic 2s self-energy is $2.1\times16.39=34.4$ eV. With Kohn--Sham exchange, $R=8.17\times10^{-4}$ and
\begin{align}
E_{SE}&=8.17\times10^{-4}\times34.4\ \text{eV}=0.0281\ \text{eV},\\
E_{VP}&=-0.0055\ \text{eV},\\
E_L&=0.0226\ \text{eV}=0.83\ \text{millihartree}.
\end{align}
The Schr\"odinger and Dirac 6s energies are $-3.495$ and $-5.063$ eV. Hence
\begin{equation}
\frac{E_L}{\Delta_{\rm rel}}=\frac{0.0226}{-5.063+3.495}
=\frac{0.0226}{-1.568}=-1.44\%.
\end{equation}

With Slater exchange and the Latter tail, $R=8.91\times10^{-4}$. The two radiative terms are $0.0307$ and $-0.0060$ eV, with sum $0.0247$ eV, or $0.91$ millihartree. The relativistic shift is $-8.320+6.514=-1.806$ eV, and the ratio is $-1.37$ percent.

The two models place the Schr\"odinger 6s level about $3$ eV apart, which is more than the relativistic shift itself. Their ratios differ by only about $5$ percent of their value. In the second model the Lamb shift is larger by about $9$ percent and the relativistic shift by about $15$ percent, so much of the change cancels in the ratio. The exchange strength and the outer tail both differ between the models, so this comparison does not show how the density near the nucleus depends on the depth of the level. The agreement measures sensitivity to the exchange potential; it is not a full error estimate, because both models share the omissions stated above.

The dependence on the outside input can be made explicit. If the magnitude of the ratio is to equal $q$, then
\begin{equation}
F(2s)=\frac{q|\Delta_{\rm rel}|-E_{VP}}{R\times16.39\ \text{eV}} .
\end{equation}
For $q$ between $0.5$ and $2$ percent, the allowed range is $0.99$ to $2.75$ in the first model and $1.03$ to $2.88$ in the second. The value $2.1$ lies well inside both, so its rounding does not affect the conclusion. The remaining values are in the numerical output.

\section{Where the estimate stops being valid}

Density scaling needs an s orbital whose $\eta$ differs from that of the reference state by an amount small compared with $Z/r$ throughout the radiative region. It does not carry over unchanged to p or d orbitals, whose behaviour at the nucleus is different and which need their own reference states.

The percentage also needs a relativistic shift that is not nearly cancelled. In gold the direct part outweighs the response by about three to one in both models; in the Kohn--Sham model most of that response is self-interaction, so removing it would leave the shift even less cancelled. If the two nearly cancelled in another orbital or configuration, $E_L$ could remain ordinary while the ratio became large or changed sign. The Lamb shift itself would then be the useful quantity. For an s orbital, (\ref{eq:scale}) would still estimate its self-energy part, to which the vacuum polarization must be added.

\section*{Table of computed values}
\begin{verbatim}
nuclear charge Z: 79; Z*alpha: 0.5765
nuclear rms radius (rough input): 5.4 fm
radius alpha of the QED region: 0.00730 bohr
weak-field logarithm ln(1/(Z alpha)^2): 1.102
outside inputs F(1s), F(2s): 1.5, 2.1
ion, probability ratio 2s/1s near nucleus: 0.1664
F(2s) scaled from F(1s): 1.997
ion 2s self-energy for F = 1: 16.388 eV
ion 2s self-energy: 34.41 eV
ion 2s Uehling energy: -6.73 eV
ion 2s Uehling energy as F_VP: -0.411
estimate -(2 alpha/pi)(F(2s)+F_VP): -0.78 percent
--- gold 6s, Kohn-Sham exchange ---
Schroedinger 6s energy: -3.495 eV
Dirac 6s energy: -5.063 eV
relativistic shift: -1.568 eV
direct part, frozen potential: -2.419 eV
self-consistent response: 0.851 eV
contact density, Schroedinger: 12.053 bohr^-3
contact-law shift: -2.167 eV; factor K: 0.772
probability ratio R, 6s atom / 2s ion: 8.1651e-04
spread of pointwise ratio out to alpha: 3.69 percent
Uehling energy ratio 6s/2s: 8.1217e-04
self-energy: 0.0281 eV
vacuum polarization: -0.0055 eV
Lamb shift: 0.0226 eV = 0.832 millihartree
Lamb / relativistic shift: -1.44 percent
F(2s) range for 0.5 to 2 percent: 0.99 to 2.75
--- gold 6s, Slater exchange, Latter tail ---
Schroedinger 6s energy: -6.514 eV
Dirac 6s energy: -8.320 eV
relativistic shift: -1.806 eV
direct part, frozen potential: -2.689 eV
self-consistent response: 0.883 eV
contact density, Schroedinger: 12.881 bohr^-3
contact-law shift: -2.316 eV; factor K: 0.776
probability ratio R, 6s atom / 2s ion: 8.9127e-04
spread of pointwise ratio out to alpha: 4.05 percent
Uehling energy ratio 6s/2s: 8.8607e-04
self-energy: 0.0307 eV
vacuum polarization: -0.0060 eV
Lamb shift: 0.0247 eV = 0.908 millihartree
Lamb / relativistic shift: -1.37 percent
F(2s) range for 0.5 to 2 percent: 1.03 to 2.88
\end{verbatim}
